# Steady Interface Energy Release around a Thermally Loaded Through-Silicon Via, part 1

(Sections cited here and not found follow in the second part.)

## 1. From dimensional analysis to the energy of a bonded via

A via 10 µm in diameter, whose expansion coefficient exceeds that of the surrounding wafer by \(14\times10^{-6}\) per kelvin, is cooled by 200 K from its stress-free temperature. In the elastic model treated here, a long crack running down its side wall then releases 3.86 J of energy per square metre of new crack. If the same via is heated by 200 K, the stresses in the intact structure have the same magnitudes and the opposite signs, and its stored energy is the same. Yet the crack releases only 2.54 J/m². If the diameter is halved, both values fall by half.

Three things need explaining: why the release rate is proportional to the diameter, why it is proportional to the square of the thermal strain, and why a quantity quadratic in the strain can still depend on its sign.

### The model and its loading

The via is a long circular cylinder of radius \(a\) and diameter \(D=2a\), perpendicular to the free surface of a wafer whose thickness and lateral extent are both much larger than \(D\). Via and wafer are isotropic and linear elastic, with Young's moduli \(E_f,E_m\) and Poisson's ratios \(\nu_f,\nu_m\). The subscript \(f\) denotes the via and \(m\) the wafer. A single-crystal wafer is in general elastically anisotropic; the isotropic wafer is a simplification.

The temperature changes uniformly by \(\Delta T\) from a state without stress. Left to themselves, the two materials would acquire the isotropic strains \(\alpha_f\Delta T\) and \(\alpha_m\Delta T\). The uniform expansion \(\alpha_m\Delta T\) of the whole body is compatible and needs no stress, so it can be subtracted from the displacements everywhere. What remains is a wafer with no thermal strain and a via that tries to acquire the isotropic mismatch strain

\[
\varepsilon=(\alpha_f-\alpha_m)\,\Delta T .
\tag{1}
\]

All displacements and total strains below are measured relative to the free expansion of the wafer. Tensile stress is positive. For \(\alpha_f>\alpha_m\), cooling gives \(\varepsilon<0\) and heating gives \(\varepsilon>0\).

An annular crack occupies the interface from the free surface down to a depth \(l\). Its faces may separate, but they may not overlap. Where they touch, they transmit pressure and slide without friction. The area of the crack is \(\pi D l\). No external forces act on the body, so the energy released per unit of new crack area comes entirely from the elastic energy \(U\):

\[
G=-\frac{1}{\pi D}\,\frac{dU}{dl}\qquad(\varepsilon\ \text{fixed}).
\tag{2}
\]

### What dimensional analysis gives, and what it does not

The quantities that determine \(G\) are \(D\), \(l\), \(E_f\), \(E_m\), \(\nu_f\), \(\nu_m\) and \(\varepsilon\). An energy per area has the dimension of a stress times a length. Taking \(E_f\) as the unit of stress and \(D\) as the unit of length, we obtain

\[
\frac{G}{E_fD}=g\!\left(\varepsilon,\frac{l}{D},\frac{E_m}{E_f},\nu_f,\nu_m\right).
\tag{3}
\]

The strain is dimensionless. Dimensional analysis therefore leaves the dependence on \(\varepsilon\) open, and the square must come from the mechanics. Nor is \(G\) proportional to \(D\) yet, because \(D\) also appears in \(l/D\).

The mechanics enters through the elastic energy. Let \(\mathbf u\) be the displacement, \(\mathbf e\) the total strain derived from it, \(\mathbf C\) the elastic stiffness, and \(\boldsymbol\varepsilon^*\) the imposed strain, equal to \(\varepsilon\) times the unit tensor in the via and to zero in the wafer. Then

\[
U[\mathbf u;\varepsilon]=\frac12\int(\mathbf e-\boldsymbol\varepsilon^*):\mathbf C:(\mathbf e-\boldsymbol\varepsilon^*)\,dV .
\tag{4}
\]

With no external forces and no friction, the equilibrium state minimizes (4) over all displacements that are continuous across the bonded interface and have a non-negative gap across the crack. Multiply both \(\mathbf u\) and \(\varepsilon\) by a positive number \(\lambda\). The bracket in (4) is multiplied by \(\lambda\), so \(U\) is multiplied by \(\lambda^2\). The gap is multiplied by \(\lambda\) and remains non-negative, so admissible displacements go over into admissible displacements. The minimizer is therefore simply scaled, and the minimum energy obeys

\[
U(\lambda\varepsilon)=\lambda^2U(\varepsilon),\qquad \lambda>0 .
\tag{5}
\]

The crack length is not altered by this scaling, so (2) gives \(G\) the same property. Writing \(\varepsilon=|\varepsilon|\,s\), with \(s=+1\) or \(-1\), and choosing \(\lambda=|\varepsilon|\), we find

\[
G=E_fD\,\varepsilon^2\,h_s\!\left(\frac{l}{D},\frac{E_m}{E_f},\nu_f,\nu_m\right).
\tag{6}
\]

Here \(h_s\) is the function \(g\) of the linear equations evaluated formally at strain \(s\); no physical strain of order one is implied.

The restriction to positive \(\lambda\) is what lets the sign of the load matter. A negative \(\lambda\) would turn an open gap into an overlap, which is forbidden. The contact condition thus preserves the square but allows two different prefactors, \(h_-\) for cooling and \(h_+\) for heating.

### The steady energy balance

It remains to show that \(h_s\) tends to a constant when the crack is long. Suppose that the cracked length and the bonded length below it are both much larger than \(D\). Along the via there are then four regions: the neighbourhood of the free surface, a long debonded part in which the fields do not vary with depth, the neighbourhood of the crack tip, and a long bonded part in which the fields again do not vary with depth.

Let the crack advance by \(dl\). The surface region stays as it was. The tip region moves down by \(dl\) without change. The debonded part becomes longer by \(dl\), and the bonded part becomes shorter by the same amount. The energies of the surface and tip regions cancel when the energies before and after the advance are subtracted. This holds in the limit of large separations, in which the disturbances from the surface, the tip and the lower end no longer affect one another.

Let \(U_b\) and \(U_d\) be the elastic energies per unit length of the bonded and debonded parts, each including the energy in the surrounding wafer. Then \(dU=(U_d-U_b)\,dl\), and (2) becomes

\[
\pi D\,G=U_b-U_d .
\tag{7}
\]

It is convenient to refer these energies to the cross-section of the via, \(\pi a^2=\pi D^2/4\). With \(U_b=\pi a^2w_b\) and \(U_d=\pi a^2w_d\),

\[
G=\frac{\pi D^2/4}{\pi D}\,(w_b-w_d)=\frac D4\,(w_b-w_d).
\tag{8}
\]

The quantities \(w\) are energies per unit volume of via, although part of the energy lies outside it. They depend on the strain and the elastic constants but not on \(D\), because a uniform slice contains no length other than its radius. Equation (8) shows where the single power of \(D\) comes from: the energy available per unit length of via grows as \(D^2\), while the crack area made per unit length grows as \(D\).

The details of the tip field are not needed for this balance. They would be needed to find the mix of opening and shearing near the tip.

### Stresses in the bonded slice

Far below the crack tip, the displacement has a radial component \(u(r)\) and a uniform axial strain \(e_z\). This axial strain is zero. The via exerts an axial force of order \(a^2E_f|\varepsilon|\), which the wafer must balance. Spread over a wafer cross-section \(A\), the force produces a strain proportional to \(a^2/A\), which vanishes for a wide wafer. Its energy per unit length is proportional to the square of the force divided by \(A\), and it vanishes as well.

The strains in the plane are \(e_r=du/dr\) and \(e_\theta=u/r\). Radial equilibrium requires

\[
\frac{d\sigma_r}{dr}+\frac{\sigma_r-\sigma_\theta}{r}=0 .
\tag{9}
\]

In each material, with Lamé constants \(\Lambda\) and \(\mu\), Hooke's law gives \(\sigma_r=(\Lambda+2\mu)u'+\Lambda u/r+\text{constant}\), where the constant contains the axial and thermal strains. It also gives \(\sigma_r-\sigma_\theta=2\mu(u'-u/r)\). Inserting both into (9),

\[
(\Lambda+2\mu)u''+\Lambda\left(\frac{u'}r-\frac u{r^2}\right)+2\mu\left(\frac{u'}r-\frac u{r^2}\right)
=(\Lambda+2\mu)\left(u''+\frac{u'}r-\frac u{r^2}\right)=0 .
\tag{10}
\]

Trying \(u=r^n\) gives \(n(n-1)+n-1=n^2-1=0\), so the solutions are \(r\) and \(1/r\). The via contains the axis, where \(1/r\) is infinite, and so it takes \(u\propto r\). The wafer must be undisturbed at large distance, and so it takes \(u=B/r\).

In the wafer, therefore, \(e_r=-B/r^2\), \(e_\theta=B/r^2\) and \(e_z=0\). The sum of the three strains is zero, and each stress is \(2\mu_m\) times the corresponding strain. Let \(p\) be the pressure at the interface, so that \(\sigma_r(a)=-p\); a negative \(p\) means tension. Then \(2\mu_mB/a^2=p\), and with \(2\mu_m=E_m/(1+\nu_m)\),

\[
\frac{u(a)}a=\frac B{a^2}=\frac{1+\nu_m}{E_m}\,p .
\tag{11}
\]

In the via, \(u\propto r\) makes \(e_r=e_\theta\). Both in-plane stresses are then equal and uniform, \(\sigma_r=\sigma_\theta=-p\). Hooke's law with the mismatch strain gives

\[
e_z=\frac{\sigma_z+2\nu_fp}{E_f}+\varepsilon,
\qquad
e_\theta=\frac{-(1-\nu_f)p-\nu_f\sigma_z}{E_f}+\varepsilon .
\tag{12}
\]

For the bonded slice \(e_z=0\), and the first relation yields

\[
\sigma_{z}=-E_f\varepsilon-2\nu_fp .
\tag{13}
\]

Putting this into the second relation,

\[
e_\theta=-\frac{(1-\nu_f)p}{E_f}+\nu_f\varepsilon+\frac{2\nu_f^2p}{E_f}+\varepsilon
=(1+\nu_f)\varepsilon-\frac{(1+\nu_f)(1-2\nu_f)}{E_f}\,p ,
\tag{14}
\]

since \(1-\nu_f-2\nu_f^2=(1+\nu_f)(1-2\nu_f)\). The displacement is continuous at the bonded interface, so (14) equals (11). Solving for the pressure, now called \(p_b\),

\[
p_b=\frac{(1+\nu_f)\varepsilon}{c_b},\qquad
c_b=\frac{(1+\nu_f)(1-2\nu_f)}{E_f}+\frac{1+\nu_m}{E_m}.
\tag{15}
\]

The factor \(1+\nu_f\) in the numerator has a direct meaning. A via prevented from expanding along its axis pushes outward by the additional Poisson strain \(\nu_f\varepsilon\).

### Energy of the bonded slice

The energy (4) can be written as \(\frac12\int\boldsymbol\sigma:(\mathbf e-\boldsymbol\varepsilon^*)\,dV\). By the divergence theorem and equilibrium, \(\int\boldsymbol\sigma:\mathbf e\,dV\) equals the product of tractions and displacements summed over the boundary of the slice. On an outer cylinder of radius \(R\), the traction falls as \(R^{-2}\), the displacement as \(R^{-1}\), and the area grows as \(R\), so the contribution vanishes as \(R^{-2}\). The end planes contribute nothing, because the relative axial displacement between them is zero. Only the mismatch term remains, and it is confined to the via:

\[
w=-\frac12\,\varepsilon\,(\sigma_r+\sigma_\theta+\sigma_z)=\frac12\,\varepsilon\,(2p-\sigma_z).
\tag{16}
\]

This single expression includes the energy stored in the wafer. Inserting (13) and then (15),

\[
w_b=\frac12E_f\varepsilon^2+(1+\nu_f)p_b\varepsilon
=\varepsilon^2\left[\frac{E_f}{2}+\frac{(1+\nu_f)^2}{c_b}\right].
\tag{17}
\]

The first term is the energy of a via restrained along its axis alone. The second is the additional cost of lateral confinement. The result is even in \(\varepsilon\): the bonded structure stores the same energy on heating as on cooling. The difference between the two release rates must therefore come from the debonded slice.

## 2. Open and sliding cracks

The via has radius \(a\), diameter \(D=2a\) and mismatch strain \(\varepsilon\) relative to the wafer; \(\varepsilon<0\) is cooling of a via that expands more than the wafer. The pressure on the interface is \(p\), positive in compression, and \(w\) is the elastic energy per unit volume of via, including the part stored in the wafer. For a long crack, (8) gives \(G=D(w_b-w_d)/4\), where \(b\) and \(d\) denote the bonded and debonded slices. The bonded slice has the pressure \(p_b\) and compliance \(c_b\) of (15), the axial stress (13), and the energy \(w_b\) of (17). What is missing is \(w_d\).

### Cooling: the crack opens

For \(\varepsilon<0\), equation (15) gives \(p_b<0\), which means that the bonded interface is under radial tension. Once the bond is broken, the via can shrink freely. Its radius decreases by \(|\varepsilon|a\) relative to the hole, leaving a gap of that width. The faces do not touch, no traction acts on them, and the upper end of the via is free. All stresses vanish in the debonded slice, so \(w_d=0\) and

\[
G_{\text{open}}=\frac{D\,w_b}{4}=C_-D\,\varepsilon^2,\qquad
C_-=\frac{E_f}{8}+\frac{(1+\nu_f)^2}{4c_b}.
\tag{18}
\]

All the energy stored in the bonded slice is released.

For a long crack, the energy release rate is proportional to \(D\varepsilon^2\), and on cooling the crack opens and releases all the energy stored in the bonded slice. Still to be found is how much energy the debonded slice retains on heating, when the crack faces stay pressed together.
